# Why can a widening scale buckle stop at finite driving force?: a numerical check

```python
"""
Result under test: the sides of a straight buckle in a compressed scale can arrest
at finite width, although the energy release rate G tends to a finite limit G0,
because the edge crack turns towards pure shear and the toughness rises above G.

Symbols: h thickness, b half-width, E' plane-strain modulus, sigma compression,
sigma_c buckling stress at half-width b, s = sigma_c/sigma, b_c half-width where s = 1,
r = b/b_c, xi = crest deflection/h, psi = arg(K_I + i K_II), omega = elastic angle,
G/G0 = (1-s)(1+3s), G0 = sigma^2 h/(2E'),
toughness = Gamma_I*(1 + tan^2((1-lam)*psi)).
Crack problem: half-plane y<0, free surface y=0, crack on y=-1 (unit of length h).
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import cholesky, solve_triangular
from scipy.optimize import brentq, minimize

DEG = const.degree


# ---------- elasticity: stress intensity of a crack below a free surface ----------
def dislocation_traction(z, z0, A):
    """sigma_yy + i sigma_xy at z from a dislocation of strength A at z0."""
    Ac, z0c = np.conj(A), np.conj(z0)
    d, m, gap = z - z0, z - z0c, z0c - z0
    phi_image = -A / m + Ac * gap / m**2
    dphi_image = A / m**2 - 2 * Ac * gap / m**3
    phi = A / d + phi_image
    dphi = -A / d**2 + dphi_image
    psi = Ac / d + A * z0c / d**2 - (Ac / m + phi_image + z * dphi_image)
    return phi + np.conj(phi) + np.conj(z) * dphi + psi


surface_points = np.array([-3.0, -0.4, 0.7, 5.0]) + 0j
for strength in (1.0, 1j, 0.3 - 0.8j):
    residual = dislocation_traction(surface_points, 0.2 - 1j, strength)
    assert np.max(abs(residual)) < 1e-12


def crack_K(a, loads, n=600):
    """K_I + i K_II at the right tip; loads give sigma_yy + i sigma_xy on the crack."""
    theta = (2 * np.arange(1, n + 1) - 1) * np.pi / (2 * n)
    t = a * np.cos(theta)
    x = a * np.cos(np.pi * np.arange(1, n) / n)
    z, z0 = x[:, None] - 1j, t[None, :] - 1j
    t_real = dislocation_traction(z, z0, 1.0) * np.pi / n
    t_imag = dislocation_traction(z, z0, 1j) * np.pi / n
    one, zero = np.ones((1, n)) / n, np.zeros((1, n))
    matrix = np.block([[t_real.real, t_imag.real], [t_real.imag, t_imag.imag],
                       [one, zero], [zero, one]])
    rhs = np.array([np.concatenate([np.real(f(x)), np.imag(f(x)), [0, 0]])
                    for f in loads]).T
    sol = np.linalg.solve(matrix, rhs)
    density = sol[:n] + 1j * sol[n:]
    # barycentric interpolation of the regular part of the density to the tip
    weight = (-1.0) ** np.arange(n) * np.sin(theta) / (1 - np.cos(theta))
    tip = weight @ density / weight.sum()
    return 2 * np.pi * np.sqrt(np.pi / a) * np.conj(tip)


# a crack very small against its depth must behave as in an infinite body
small = 0.01
K_small = crack_K(small, [lambda x: -np.ones_like(x) + 0j], n=60)[0]
assert abs(K_small / np.sqrt(np.pi * small) - 1) < 1e-3


def edge_load_K(a):
    """first: unit edge moment; second: unit edge tension acting at the lower face."""
    return crack_K(a, [lambda x: -(np.pi / a)**2 * np.cos(np.pi * x / a) + 0j,
                       lambda x: 1j * (np.pi / a) * np.sin(np.pi * x / a)])


lengths = np.array([10.0, 20.0, 40.0, 80.0])
K_table = np.array([edge_load_K(a) for a in lengths])
inv = 1 / lengths
limit_weights = np.array([np.prod([-inv[j] / (inv[i] - inv[j])
                                   for j in range(4) if j != i]) for i in range(4)])
k_moment, k_eccentric = limit_weights @ K_table
k_tension = k_eccentric - 0.5 * k_moment
omega = np.arctan2(k_moment.real, -k_moment.imag)

# magnitudes demanded by beam energy, orthogonality, and the sign of the tension part
assert abs(abs(k_moment)**2 / 6 - 1) < 0.01
assert abs(2 * abs(k_tension)**2 - 1) < 0.02
assert abs((k_moment * np.conj(k_tension)).real) < 0.02
assert abs(k_tension + np.exp(1j * omega) / np.sqrt(2)) < 0.01


# ---------- derived formulas ----------
def amplitude(r):
    return np.sqrt(4 / 3 * (r**2 - 1))


def release(r):
    """G/G0"""
    return (1 - r**-2.0) * (1 + 3 * r**-2.0)


def phase(r, om):
    q = np.sqrt(3) * amplitude(r)
    return np.arctan2(-(4 * np.cos(om) + q * np.sin(om)),
                      4 * np.sin(om) - q * np.cos(om))


def toughness(psi, gamma, lam):
    return gamma * (1 + np.tan((1 - lam) * psi)**2)


def closing_ratio(om):
    return np.sqrt(1 + 4 * np.tan(om)**2)


def crossings(om, gamma, lam):
    """all r with an open tip at which G equals the toughness (gamma = Gamma_I/G0)"""
    def excess(r):
        return release(r) - toughness(phase(r, om), gamma, lam)
    grid = np.linspace(1 + 1e-9, closing_ratio(om) * (1 - 1e-9), 4001)
    value = excess(grid)
    places = np.where(value[:-1] * value[1:] < 0)[0]
    return [brentq(excess, grid[i], grid[i + 1]) for i in places]


# ---------- example parameters (rough typical values) ----------
h = 2.0 * const.micro
E, nu, sigma = 380 * const.giga, 0.25, 2.0 * const.giga
Gamma_I, lam = 3.5, 0.3
E_alloy, nu_alloy, yield_alloy = 200 * const.giga, 0.30, 1.0 * const.giga
K_oxide = 3.0 * const.mega
E_ps = E / (1 - nu**2)
strain = sigma / E_ps
G0 = sigma**2 * h / (2 * E_ps)
b_c = np.pi * h / np.sqrt(12 * strain)

# ---------- buckled plate by energy minimization in a polynomial basis ----------
nodes, quad = np.polynomial.legendre.leggauss(40)
clamp = np.polynomial.Polynomial([1, 0, -2, 0, 1])
basis = [clamp * np.polynomial.Polynomial([0] * k + [1]) for k in range(9)]
first = np.array([p.deriv(1)(nodes) for p in basis])
second = np.array([p.deriv(2)(nodes) for p in basis])
bend = (second * quad) @ second.T
stretch = (first * quad) @ first.T
L = cholesky(bend, lower=True)
half = solve_triangular(L, stretch, lower=True)
S = solve_triangular(L, half.T, lower=True)
S = (S + S.T) / 2
start = np.array([2.0, 0.3, 0.5, 0.1, 0.2, 0.1, 0.1, 0.1, 0.1])


def ritz(r):
    """scaled excess energy, crest deflection/h, M/(E'h^2), DeltaN/(E'h)"""
    k = r * b_c / h
    c = 1 / (6 * k**2 * strain)

    def energy(y):
        return c * (y @ y) + (1 - y @ S @ y)**2

    def gradient(y):
        return 2 * c * y - 4 * (1 - y @ S @ y) * (S @ y)
    fit = minimize(energy, start, jac=gradient, method="BFGS",
                   options={"gtol": 1e-10, "maxiter": 2000})
    assert np.max(abs(gradient(fit.x))) < 1e-6
    y = fit.x
    coef = solve_triangular(L.T, 2 * k * np.sqrt(strain) * y, lower=False)
    crest = sum(ci * p(0.0) for ci, p in zip(coef, basis))
    edge_curv = sum(ci * p.deriv(2)(1.0) for ci, p in zip(coef, basis))
    sign = np.sign(crest)
    return (k * (fit.fun - 1), sign * crest, sign * edge_curv / (12 * k**2),
            strain * (y @ S @ y))


def ritz_release(r, step=1e-3):
    """G/G0 as the energy freed per advance of one edge"""
    dk = 2 * step * r * b_c / h
    return -(ritz(r * (1 + step))[0] - ritz(r * (1 - step))[0]) / dk


def numerical_phase(r):
    _, _, moment, tension = ritz(r)
    return np.angle(moment * k_moment + tension * k_tension)


worst_G = worst_psi = 0.0
for r in (1.2, np.sqrt(3), 2.5, 8.0):
    _, crest, moment, tension = ritz(r)
    s = r**-2.0
    assert abs(crest / amplitude(r) - 1) < 1e-3
    assert abs(moment / (s * strain * amplitude(r) / 2) - 1) < 2e-3
    assert abs(tension / (strain * (1 - s)) - 1) < 1e-3
    G_num = ritz_release(r)
    worst_G = max(worst_G, abs(G_num / release(r) - 1))
    G_edge = (12 * moment**2 + tension**2) / strain**2
    assert abs(G_edge / G_num - 1) < 5e-3
    if r < closing_ratio(omega):
        worst_psi = max(worst_psi, abs(numerical_phase(r) - phase(r, omega)) / DEG)
assert worst_G < 1e-3
assert worst_psi < 1.0

# ---------- arrest ----------
gamma = Gamma_I / G0
r_close = closing_ratio(omega)
roots = crossings(omega, gamma, lam)
assert len(roots) == 2
r_on, r_stop = roots
assert toughness(np.pi / 2, gamma, lam) > release(r_close)
for factor, expected in ((0.97, 1), (1.03, -1)):
    r = factor * r_stop
    balance = ritz_release(r) - toughness(numerical_phase(r), gamma, lam)
    assert np.sign(balance) == expected

# control: toughness frozen at its onset value gives no arrest at any larger width
frozen = toughness(phase(r_on, omega), gamma, lam)
wide = np.geomspace(r_on * 1.001, 1000, 5000)
assert np.all(release(wide) > frozen)
assert min(ritz_release(r) for r in (1.5, 3.0, 8.0)) > frozen
# a constant toughness between G0 and 4G0/3 does give arrest
constant_case = crossings(omega, 1.25, 1.0)
assert len(constant_case) == 2

lam_limit = 1 - np.arctan(np.sqrt(release(r_close) / gamma - 1)) / (np.pi / 2)
assert len(crossings(omega, gamma, lam_limit - 0.01)) == 2
assert len(crossings(omega, gamma, lam_limit + 0.01)) == 1

# ---------- size of neglected effects ----------
path = np.linspace(r_on, r_stop, 2000)
crest_tension = sigma * path**-2.0 * (3 * amplitude(path) - 1)
peak_tension = crest_tension.max()
flaw = (K_oxide / (1.12 * peak_tension))**2 / np.pi
G_stop = G0 * release(r_stop)
E_alloy_ps = E_alloy / (1 - nu_alloy**2)
yield_zone = 3 * E_alloy_ps * G_stop / (2 * np.pi * yield_alloy**2)
mismatch = (E_ps - E_alloy_ps) / (E_ps + E_alloy_ps)
K_finite = edge_load_K(r_stop * b_c / h)[0]
phase_shift = np.angle(K_finite / k_moment) / DEG
energy_ratio = abs(K_finite / k_moment)**2
slope = np.pi / 2 * amplitude(r_stop) * h / (r_stop * b_c)
shifted = [crossings(omega + d * DEG, gamma, lam) for d in (-5, 5)]
assert all(len(c) == 2 for c in shifted)

um = const.micro
print(f"scale thickness h = {h/um:.1f} um")
print(f"scale modulus E = {E/1e9:.0f} GPa, Poisson ratio = {nu:.2f}")
print(f"plane-strain modulus E' = {E_ps/1e9:.1f} GPa")
print(f"compression sigma = {sigma/1e9:.1f} GPa")
print(f"Gamma_I = {Gamma_I:.2f} J/m^2, lambda = {lam:.2f}")
print(f"elastic angle omega = {omega/DEG:.1f} deg")
for a, K in zip(lengths, K_table[:, 0]):
    print(f"  omega from crack a/h = {a:.0f}: {np.arctan2(K.real, -K.imag)/DEG:.2f} deg")
print(f"moment K^2 over beam value = {abs(k_moment)**2/6:.4f}")
print(f"tension K^2 over beam value = {2*abs(k_tension)**2:.4f}")
print(f"largest relative error of G formula = {worst_G:.1e}")
print(f"largest error of phase formula = {worst_psi:.3f} deg")
print(f"wide-buckle limit G0 = {G0:.2f} J/m^2")
print(f"peak G = {G0*release(np.sqrt(3)):.2f} J/m^2 at b/b_c = {np.sqrt(3):.3f}")
print(f"buckling half-width b_c = {b_c/um:.1f} um")
print(f"onset of growth: b = {r_on*b_c/um:.1f} um, b/b_c = {r_on:.3f}")
print(f"arrest: b = {r_stop*b_c/um:.1f} um, b/b_c = {r_stop:.3f}")
print(f"crest deflection at arrest = {amplitude(r_stop)*h/um:.2f} um")
print(f"tip closes: b = {r_close*b_c/um:.1f} um, b/b_c = {r_close:.3f}")
print(f"G at tip closing = {G0*release(r_close):.2f} J/m^2")
print(f"toughness at -90 deg = {G0*toughness(np.pi/2, gamma, lam):.2f} J/m^2")
print("b/b_c, G (J/m^2), psi (deg), toughness (J/m^2):")
for r in (r_on, 1.3, np.sqrt(3), 2.0, r_stop, 2.5):
    p = phase(r, omega)
    print(f"  {r:.3f}  {G0*release(r):.2f}  {p/DEG:.1f}  "
          f"{G0*toughness(p, gamma, lam):.2f}")
print(f"frozen onset toughness = {G0*frozen:.2f} J/m^2 (no arrest)")
print(f"constant toughness {1.25*G0:.2f} J/m^2: arrest b/b_c = {constant_case[1]:.3f}")
print(f"limiting lambda for open-tip arrest = {lam_limit:.3f}")
print(f"largest crest tension during growth = {peak_tension/1e9:.2f} GPa")
print(f"assumed oxide toughness = {K_oxide/1e6:.1f} MPa m^0.5")
print(f"tolerated surface flaw = {flaw/um:.2f} um")
print(f"alloy: E = {E_alloy/1e9:.0f} GPa, nu = {nu_alloy:.2f}, "
      f"yield = {yield_alloy/1e9:.1f} GPa")
print(f"shear yield zone at arrest = {yield_zone/um:.2f} um")
print(f"modulus mismatch (E'-E'_alloy)/(sum) = {mismatch:.2f}")
print(f"arrest b for omega -5 deg = {shifted[0][1]*b_c/um:.1f} um")
print(f"arrest b for omega +5 deg = {shifted[1][1]*b_c/um:.1f} um")
print(f"edge compliance, moment load: phase shift = {phase_shift:.2f} deg")
print(f"edge compliance, moment load: K^2 ratio = {energy_ratio:.3f}")
print(f"largest slope at arrest = {slope:.3f} rad")
print("success")
```

Printed output:

```
scale thickness h = 2.0 um
scale modulus E = 380 GPa, Poisson ratio = 0.25
plane-strain modulus E' = 405.3 GPa
compression sigma = 2.0 GPa
Gamma_I = 3.50 J/m^2, lambda = 0.30
elastic angle omega = 52.1 deg
  omega from crack a/h = 10: 48.83 deg
  omega from crack a/h = 20: 50.59 deg
  omega from crack a/h = 40: 51.36 deg
  omega from crack a/h = 80: 51.72 deg
moment K^2 over beam value = 1.0000
tension K^2 over beam value = 0.9912
largest relative error of G formula = 3.6e-06
largest error of phase formula = 0.114 deg
wide-buckle limit G0 = 9.87 J/m^2
peak G = 13.16 J/m^2 at b/b_c = 1.732
buckling half-width b_c = 25.8 um
onset of growth: b = 28.0 um, b/b_c = 1.083
arrest: b = 58.1 um, b/b_c = 2.251
crest deflection at arrest = 4.66 um
tip closes: b = 71.1 um, b/b_c = 2.755
G at tip closing = 11.96 J/m^2
toughness at -90 deg = 16.98 J/m^2
b/b_c, G (J/m^2), psi (deg), toughness (J/m^2):
  1.083  5.19  -49.7  5.19
  1.300  11.18  -60.5  6.41
  1.732  13.16  -73.2  8.93
  2.000  12.95  -78.8  10.73
  2.251  12.61  -83.2  12.61
  2.500  12.27  -86.8  14.67
frozen onset toughness = 5.19 J/m^2 (no arrest)
constant toughness 12.34 J/m^2: arrest b/b_c = 2.449
limiting lambda for open-tip arrest = 0.364
largest crest tension during growth = 2.61 GPa
assumed oxide toughness = 3.0 MPa m^0.5
tolerated surface flaw = 0.34 um
alloy: E = 200 GPa, nu = 0.30, yield = 1.0 GPa
shear yield zone at arrest = 1.32 um
modulus mismatch (E'-E'_alloy)/(sum) = 0.30
arrest b for omega -5 deg = 51.7 um
arrest b for omega +5 deg = 65.6 um
edge compliance, moment load: phase shift = -1.00 deg
edge compliance, moment load: K^2 ratio = 0.955
largest slope at arrest = 0.126 rad
success
```
